# Spurious fourth harmonic and detector nonlinearity in a rotating-analyser ellipsometer

**Q.** My rotating-analyser ellipsometer records a signal that should vary only at twice the analyser angle. I also find a small component at four times that angle. Could the light itself contain it?

**A.** Not if the polarising elements are ideal. I assume a sample that does not depolarise; one that does gives a sum of intensities of the form below, which still contains no $4A$ term. Let $P$ and $A$ be the polariser and analyser azimuths, measured from the plane of incidence. An unpolarised source followed by the polariser gives, after reflection, the field components $E_p=r_p\cos P$ and $E_s=r_s\sin P$, apart from a common factor. The analyser passes the projection $E_p\cos A+E_s\sin A$, so

$$I\propto |E_p|^2\cos^2A+|E_s|^2\sin^2A+2\,\mathrm{Re}(E_pE_s^*)\sin A\cos A .$$

The double-angle identities turn this into

$$I\propto \tfrac12(|E_p|^2+|E_s|^2)+\tfrac12(|E_p|^2-|E_s|^2)\cos2A+\mathrm{Re}(E_pE_s^*)\sin2A .$$

A projection is linear in $\cos A$ and $\sin A$, and intensity is quadratic in the field. That is why the harmonics stop at $2A$. Dividing by the mean gives

$$I=I_0(1+\alpha\cos2A+\beta\sin2A)=I_0\left[1+\mathrm{Re}(ze^{-2iA})\right],\qquad z=\alpha+i\beta .$$

With fields varying as $e^{-i\omega t}$, define $r_p/r_s=\tan\psi\,e^{i\Delta}$. Dividing numerators and denominators by $|r_s|^2\cos^2P$ gives

$$\alpha=\frac{\tan^2\psi-\tan^2P}{\tan^2\psi+\tan^2P},\qquad
\beta=\frac{2\tan\psi\tan P\cos\Delta}{\tan^2\psi+\tan^2P}.$$

Only $\cos\Delta$ enters, so these data do not give the sign of $\Delta$. I shall therefore quote $|\Delta|$, between 0 and 180°. The sign also depends on the direction chosen for the reflected p axis. I use the usual ellipsometric choice, in which $r_p=-r_s$ at normal incidence. With that choice and this time convention, $\Delta$ itself is negative for the film used below.

"Fourth harmonic" here counts mechanical rotation. Relative to the optical modulation at $2A$, it is a second harmonic.

**Q.** Then how does the detector make it?

**A.** Suppose the dark level has been subtracted and the detector responds instantaneously as

$$S=I+\kappa I^2 .$$

I measure $I$ in volts of low-light linear response, so $\kappa$ has units of inverse volts. Negative $\kappa$ means compression. Define $q=\kappa I_0$ and $m=|z|\le1$. Both $q$ and $m$ are dimensionless.

Write $x=\mathrm{Re}(ze^{-2iA})$. Since $\mathrm{Re}\,X=(X+X^*)/2$,

$$x^2=\tfrac12m^2+\tfrac12\mathrm{Re}(z^2e^{-4iA}).$$

Squaring a sinusoid produces a constant and a sinusoid of doubled frequency. Now insert $I=I_0(1+x)$:

$$\frac{S}{I_0}=1+x+q(1+2x+x^2).$$

Collecting the mean and the complex amplitudes at $2A$ and $4A$ gives

$$S_0=I_0D,\qquad D=1+q\left(1+\tfrac12m^2\right),$$

$$S_2=I_0(1+2q)z,\qquad S_4=\tfrac12I_0qz^2 .$$

The fourth harmonic thus has twice the phase of the second if $q>0$, with an additional half-turn of phase if $q<0$. A purely quadratic response produces no $6A$ term.

**Q.** If the unwanted signal is at $4A$, why not filter it out and use the clean $2A$ signal?

**A.** Because the same square also changes the mean and the $2A$ amplitude. The instrument uses their ratio,

$$z'=\frac{S_2}{S_0}=\frac{1+2q}{D}\,z .$$

To first order in $q$, expand the denominator:

$$z'\simeq z\left[1+2q-q\left(1+\tfrac12m^2\right)\right]
=z\left[1+q\left(1-\tfrac12m^2\right)\right].$$

The $2A$ phase is unchanged, but its normalised amplitude is wrong. Filtering out $4A$ would remove the evidence and leave this error.

Nor can one constant gain factor repair it, since the error depends on both intensity and $m$. At a fixed mean linear signal with $q=-0.010$, the amplitude factor is 0.9949 for $m=1$ and 0.9903 for $m=0.3$.

**Q.** Can I obtain $q$ without already knowing the true $z$?

**A.** Yes. Let $w'=S_4/S_0=qz^2/(2D)$. Dividing by $z'^2$ removes the unknown phase:

$$R=\mathrm{Re}\frac{w'}{z'^2}
=\frac{q}{2D}\frac{D^2}{(1+2q)^2}
=\frac{qD}{2(1+2q)^2}.$$

For small $q$, this gives $q\simeq2R$. To go beyond that estimate, form a second measured quantity,

$$h=R|z'|^2
=\frac{qD}{2(1+2q)^2}\frac{(1+2q)^2m^2}{D^2}
=\frac{qm^2}{2D}.$$

It follows that $D(1-h)=D-qm^2/2=1+q$, and hence

$$D=\frac{1+q}{1-h}.$$

Substitute this into $R$:

$$R(1-h)=\frac{q(1+q)}{2(1+2q)^2}.$$

Because $(1+2q)^2=1+4q(1+q)$, multiplication by 8 gives

$$8R(1-h)=\frac{4q(1+q)}{(1+2q)^2}
=1-\frac1{(1+2q)^2}.$$

Therefore

$$1+2q=\frac1{\sqrt{1-8R(1-h)}} .$$

I took the positive root because a usable response must be monotone: $dS/dI=1+2\kappa I>0$ throughout the turn. Averaging this inequality over the turn gives $1+2q>0$.

The corrected modulation follows by inverting $z'=(1+2q)z/D$:

$$z=\frac{D}{1+2q}z'
=\frac{1+q}{(1+2q)(1-h)}z' .$$

Within the quadratic model, no small-$q$ approximation has been made in these last two results.

**Q.** Must I repeat this for every trace?

**A.** No, provided the detector settings and $\kappa$ stay the same. First recover $I_0=S_0/D$, which gives $\kappa=qD/S_0$. For another trace, solve $\kappa I^2+I-S=0$ at each sample. The root that becomes $I=S$ when $\kappa\to0$ is

$$I=\frac{-1+\sqrt{1+4\kappa S}}{2\kappa}
=\frac{2S}{1+\sqrt{1+4\kappa S}} .$$

The second form follows on multiplying the numerator and denominator by $1+\sqrt{1+4\kappa S}$. It avoids subtracting nearly equal numbers. The correction must precede any normalisation of the trace, because $\kappa$ refers to absolute detector signal.

**Q.** Show me the correction on an oxide film.

**A.** Take 10 nm of oxide on silicon, measured at 633 nm (1.959 eV), with 70° incidence and $P=20°$. The indices are 1.46 for oxide and $3.88+0.02i$ for silicon. Let the mean linear signal be 2 V and $\kappa=-0.005\ \mathrm{V^{-1}}$, so $q=-0.010$.

The film model gives $\psi=11.471°$ and $|\Delta|=151.896°$, hence $\alpha=-0.52573$, $\beta=-0.75036$ and $m=0.9162$. The detector instead yields

$$z'=-0.52263-0.74594i,\qquad
w'=0.001454-0.004002i .$$

The $4A$ amplitude is 8.39 mV, or 0.426% of the measured mean. From the real parts,

$$z'^2=-0.2833+0.7797i,\qquad
R\simeq\frac{0.001454}{-0.2833}\simeq-0.00513 .$$

The imaginary parts give the same ratio to this precision, as a real $q$ requires. Using the less rounded values $R=-0.005132$ and $h=-0.004258$,

$$1+2q=\frac1{\sqrt{1+8(0.005132)(1.004258)}}=0.9800,$$

so $q=-0.0100$. The quick estimate $2R=-0.01026$ is too large in magnitude by 2.6% of $q$. The next order explains this: expanding $2R=qD/(1+2q)^2$ gives $2R\simeq q[1-q(3-m^2/2)]$, whose bracket is 1.026 here.

The correction factor is

$$\frac{0.9900}{0.9800\times1.004258}=1.0059,$$

which restores $\alpha=-0.5257$ and $\beta=-0.7504$.

**Q.** That is only a 0.6% change in modulation. Does it matter for thickness?

**A.** In this example it does. The formulas for $\alpha$ and $\beta$ invert to

$$\tan\psi=\tan P\sqrt{\frac{1+\alpha}{1-\alpha}},\qquad
\cos\Delta=\frac{\beta}{\sqrt{1-\alpha^2}} .$$

The uncorrected data give $\psi=11.519°$ and $|\Delta|=151.038°$. The larger change is in $|\Delta|$: since $\delta|\Delta|\simeq-\delta(\cos\Delta)/\sin|\Delta|$ in radians, and $\sin|\Delta|$ is about 0.47, an error in $\cos\Delta$ is roughly doubled.

I then fit thickness by minimising $|z_{\rm model}-z|^2$, holding the indices and incidence angle fixed. The raw result is 10.333 nm, an error of 0.333 nm (3.33 angstrom), or 3.3% of the true thickness. The corrected data return 10.000 nm. This agreement concerns simulated data that obey the assumed quadratic law.

The recovered $\kappa$ also transfers to another trace. At $P=30°$, with lamp power unchanged, the mean linear signal is 3.664 V but the detector reports 3.566 V. Correcting the samples restores 3.664 V.

**Q.** When will the fourth harmonic be too weak to use?

**A.** When $m$ is small, because $S_4$ varies as $m^2$. Suppose each of $N$ uniformly spaced samples, over whole turns, has independent noise of standard deviation $\sigma I_0$. A normalised cosine or sine amplitude is $2/N$ times a weighted sum. The squared weights sum to $N/2$, so its variance is $(4/N^2)(N/2)\sigma^2=2\sigma^2/N$.

Projecting the $4A$ noise onto the phase of $z^2$ and dividing by $m^2$ gives the noise in $R$. Noise in $z'$ enters $R$ multiplied by the already small $R$, so I neglect it. With $q\simeq2R$,

$$\mathrm{std}(q)\simeq\frac{2\sigma}{m^2}\sqrt{\frac2N}.$$

For $\sigma=0.001$ and $N=64\times50=3200$, this is $5.96\times10^{-5}$. Simulation gives $5.85\times10^{-5}$, about 0.6% of $|q|$.

Correction adds some scatter: the standard deviation of thickness rises from 0.0019 to 0.0027 nm. That is a small price for removing a 0.333 nm bias. As $m\to0$, however, the estimate fails. The relative gain error then tends to $q/(1+q)\simeq q$, although the absolute error in $z$ tends to zero. Determine $\kappa$ from a trace with large $m$ and transfer it.

At the other limit, $m=1$, the reflected light is linearly polarised and $|z'|\simeq1+q/2$. Positive $q$ can therefore give an apparent modulation above unity, while compression can resemble slight depolarisation.

**Q.** Does seeing $4A$ prove that the detector is nonlinear?

**A.** No. Light leaving the analyser is polarised along $A$. A linear detector with polarisation-dependent sensitivity multiplies it by $1+\mathrm{Re}(pe^{-2iA})$. The product of the two modulations contains $\frac12\mathrm{Re}(zp\,e^{-4iA})$. To leading order $w'/z'^2\simeq p/(2z)$, so our estimator reports a false

$$q\simeq\mathrm{Re}(p/z).$$

This false value does not change with light level, whereas the true $q$ is proportional to it. A nonzero imaginary part of $w'/z'^2$ is another warning, although its absence alone is not proof of nonlinearity.

Take readings at full and half intensity, using an attenuator that leaves the polarisation unchanged. To leading order the estimates are $q+b$ and $q/2+b$, where $b$ is the false part. Twice their difference is $q$. For $p=0.001$, the false part is $-0.00062$. With the nonlinearity present too, the readings are $-0.010593$ and $-0.005609$, and twice their difference is $-0.00997$.

This separates out $q$, but it does not fully repair $z$: polarisation sensitivity also adds approximately $I_0p$ to the $2A$ amplitude, changes the mean by about $\frac12I_0\mathrm{Re}(zp^*)$, and needs its own calibration.

**Q.** What if the amplifier is slow or the response is not purely quadratic?

**A.** For a linear single-pole amplifier that follows the nonlinear element, with time constant $\tau$ and analyser angular speed $\Omega$, put $x_f=2\Omega\tau$. The $2A$ and $4A$ amplitudes acquire factors $1/(1-ix_f)$ and $1/(1-2ix_f)$. Thus $w'/z'^2$ is multiplied by

$$\frac{(1-ix_f)^2}{1-2ix_f}=1-\frac{x_f^2}{1-2ix_f},$$

whose real part is $1-x_f^2$ to leading order. At 20 turns per second and $\tau=0.1$ ms, $R$ changes by only $-0.063\%$. The $2A$ phase nevertheless shifts by 1.44°, and the $2A$ amplitude falls by the factor $1/\sqrt{1+x_f^2}$, or 0.032%. Both must be calibrated out before $\psi$ and $\Delta$ are found. Removing the phase alone still leaves a thickness error of 0.018 nm in this example.

For a cubic example, use the saturating response

$$S=\frac{I}{1-\kappa I}=I+\kappa I^2+\kappa^2I^3+\cdots .$$

The cubic term contains $q^2(1+x)^3$ in units of $I_0$. Its $3q^2x^2$ part changes the $4A$ coefficient from $q$ to $q+3q^2=-0.0097$, in agreement with the estimated $-0.00971$. Its $q^2x^3$ part creates a $6A$ amplitude of about $q^2m^3/4$. The computed value is $1.9\times10^{-5}$ of the mean, so detecting it requires low noise. Quadratic correction reduces the thickness error from 0.325 to 0.002 nm in this case.

The residue is small because the cubic coefficient here is only $\kappa^2$. A separate cubic term $g(1+x)^3$, in units of $I_0$, is less forgiving. To first order in $g$ it adds $3g$ to the estimated $q$, so the correction assumes a relative gain error of $3g(1-\frac12m^2)$. The mean and $2A$ parts of $(1+x)^3$ give the actual error, $g(2-\frac34m^2)$. The correction therefore overshoots, and a relative gain error of $-g(1-\frac34m^2)$ remains. Such a term also produces a $6A$ amplitude of about $gm^3/4$, which is worth checking before trusting the quadratic model.

**Q.** How close is this example to a real measurement?

**A.** Thin thermal oxide on silicon, 633 nm light and incidence near 70° form a familiar metrology case, and the indices are rough typical values. The 1% compression is a chosen value; it is large for a silicon photodiode used well within its range. Real detectors need not follow a quadratic law. The saturating example moves the corrected thickness by only 0.002 nm, but a separate cubic term can leave a much larger error. Even when the detector is well corrected, other errors can dominate the thickness. An unsubtracted 1 mV dark offset shifts it by 0.029 nm. Assuming an incidence angle 0.02° too high shifts it by 0.008 nm, and assuming a silicon index 0.01 too high shifts it by $-0.047$ nm. These figures, listed in the numerical output, exclude the direct effect of detector polarisation sensitivity on $z$, as well as any interface layer or error in the oxide index. They also hold only for $P=20°$ and this fit, where the angle and index shifts lie close to a change of sign. With the same fit at $P=45°$ those two shifts become $-0.17$ and $+0.33$ nm, and the uncorrected error from $q=-0.010$ grows to 1.06 nm. A fit to $|\Delta|$ alone gives $-0.034$ and $+0.048$ nm for the angle and index errors. The fourth harmonic can correct a detector whose curvature is close to quadratic, but it cannot certify the film model.

## Calculated quantities

```
wavelength 633 nm; photon energy 1.959 eV
indices: oxide 1.46, silicon (3.88+0.02j)
incidence 70 deg; polariser 20 deg
true thickness 10.0 nm
mean linear signal 2.0 V; kappa -0.005 1/V; q -0.0100
true psi 11.471 deg, Delta 151.896 deg
true alpha -0.52573, beta -0.75036, m 0.91620
linear detector: 4A/mean below 1e-13: True
measured mean S0 1.97161 V
measured 2A/mean: cos -0.52263, sin -0.74594
measured 4A/mean: cos 0.001454, sin -0.004002
size of 4A/mean 0.004258; 4A amplitude 8.394 mV
2A amplitude factor z'/z 0.99411
same factor at m=1 0.99492, m=0.3 0.99035
R -0.005132; h -0.004258; first estimate 2R -0.010265
closed-form q -0.010000; D 0.985803; kappa -0.005000 1/V
R(half intensity)/R(full) 0.4935
corrected alpha -0.52573, beta -0.75036
raw psi 11.519 deg, Delta 151.038 deg
corrected psi 11.471 deg, Delta 151.896 deg
raw fitted thickness 10.3330 nm
raw thickness error 0.3330 nm = 3.330 angstrom
corrected fitted thickness 10.0000 nm
polariser 30 deg: mean linear signal 3.664 V
  mean before 3.566 V, restored 3.664 V
noise per sample 1.0e-03 of mean; 64 x 50 samples
std of q: simulated 5.85e-05, law 5.96e-05
thickness std: raw 0.00185 nm, corrected 0.00271 nm
saturating detector: estimated q -0.009709
  6A/mean 1.87e-05
  thickness error raw 0.3253 nm, corrected 0.00205 nm
polarisation sensitivity 1.0e-03: false q -0.000624
  with kappa: q at full level -0.010593, half -0.005609
  two-level q -0.009969
amplifier: 20 turns/s, time constant 0.1 ms
  relative bias of R -6.30e-04; 2A phase 1.440 deg
dark offset 1.0 mV: thickness shift 0.0286 nm
incidence error 0.02 deg: shift 0.0084 nm
silicon index error 0.01: shift -0.0472 nm
```
